# How a sinusoidal voltage shifts a floating electrode's mean potential: verification in Python

```python
"""
RF self-bias of a floating electrode.
Result under test: with Maxwellian retarded electrons, a constant mean ion
current and zero cycle-averaged current, a sinusoidal sheath voltage of
amplitude V shifts the mean electrode potential by -(kT/e) ln I0(eV/kT).
Symbols: a = eV/kT; barrier = (sheath-edge minus electrode potential)*e/kT;
flux_ratio = random electron flux / ion flux at the sheath edge;
kappa = e*J_ion/(omega*C*kT), with C the blocking capacitance per area.
Potentials are measured from the sheath edge.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import iv, ive, erfc

e, m_e, eps0, k_B = const.e, const.m_e, const.epsilon_0, const.k

# ---------------- inputs of the example (rough typical values) -------------
T_e = 3.0                    # electron temperature, eV (also kT/e in V)
V_rf = 30.0                  # sheath voltage amplitude, V
freq = 13.56e6               # Hz
n_s = 1e16                   # sheath-edge density, m^-3
C_block = 2e-6               # blocking capacitance per area, F/m^2
C_small = 2e-8               # a much too small capacitance, F/m^2
wafer_radius = 0.15          # m
pressure = 10e-3 * const.torr
T_gas = 500.0                # K
sigma = 1e-18                # ion-neutral cross-section, m^2
ion_mass_u = 14.007 + 3 * 1.008
M = ion_mass_u * const.atomic_mass - m_e
omega = 2 * math.pi * freq
a_ex = V_rf / T_e


def ln_I0(a):
    return np.log(ive(0, a)) + a


# ---------------- electron flux from velocity space ------------------------
def electron_flux(barrier):
    """One-way flux over a barrier divided by the flux without barrier."""
    b = max(barrier, 0.0)
    return quad(lambda v: 2 * v * math.exp(-v * v), math.sqrt(b),
                math.sqrt(b + 40), epsabs=0, epsrel=1e-10)[0]


for b in (0.7, 4.0, 15.0):
    assert abs(electron_flux(b) / math.exp(-b) - 1) < 1e-8

u_bohm = math.sqrt(e * T_e / M)
v_thermal = math.sqrt(e * T_e / m_e)
one_way = quad(lambda w: w * math.exp(-w * w / 2) / math.sqrt(2 * math.pi),
               0, 12)[0]
flux_ratio = math.sqrt(M / (2 * math.pi * m_e))
assert abs(one_way * v_thermal / u_bohm / flux_ratio - 1) < 1e-8
ln_R = math.log(flux_ratio)


# ---------------- mean potential from zero average current -----------------
def mean_barrier_quadrature(a, ratio, n_phase=64):
    wave = a * np.cos(2 * np.pi * np.arange(n_phase) / n_phase)

    def net(z):
        return ratio * np.mean([electron_flux(z - w) for w in wave]) - 1
    return brentq(net, 0, math.log(ratio) + a + 1, xtol=1e-10)


for ratio in (flux_ratio, 2 * flux_ratio):      # the shift must not depend on it
    for a in (0.5, 3.0, a_ex):
        found = mean_barrier_quadrature(a, ratio) - math.log(ratio)
        assert abs(found - ln_I0(a)) < 1e-7


def maxwell_law(b):
    return np.exp(-np.maximum(b, 0))


def mean_barrier(wave, law=maxwell_law):
    """Fast root search for any waveform and any electron retardation law."""
    top = 2 * ln_R + np.max(np.abs(wave)) + 10
    return brentq(lambda z: flux_ratio * np.mean(law(z - wave)) - 1, 0, top,
                  xtol=1e-11)


# ---------------- limits and slope -----------------------------------------
theta = 2 * np.pi * np.arange(4096) / 4096


def ln_cycle_average(a):
    return math.log(np.mean(np.exp(a * np.cos(theta))))


assert abs(ln_cycle_average(0.2) - (0.2**2 / 4 - 0.2**4 / 64)) < 0.2**6 / 100
large_50 = 50 - 0.5 * math.log(2 * math.pi * 50)
assert abs(ln_cycle_average(50.0) - large_50 - 1 / 400) < 1e-4
slope = iv(1, a_ex) / iv(0, a_ex)
numeric_slope = (ln_cycle_average(a_ex + 1e-4)
                 - ln_cycle_average(a_ex - 1e-4)) / 2e-4
assert abs(slope - numeric_slope) < 1e-6

# ---------------- limit of full retardation --------------------------------
a_max = brentq(lambda a: ive(0, a) * flux_ratio - 1, 1, 1e5)
a_max_estimate = flux_ratio**2 / (2 * math.pi)
assert abs(a_max / a_max_estimate - 1) < 1e-3
fine = np.cos(2 * np.pi * np.arange(40000) / 40000)
below = mean_barrier(0.9 * a_max * fine) - ln_R - ln_I0(0.9 * a_max)
above = mean_barrier(2 * a_max * fine) - ln_R - ln_I0(2 * a_max)
assert abs(below) < 1e-7
assert above < -0.01           # saturation makes the true shift smaller


# ---------------- finite blocking capacitance ------------------------------
def capacitor_shift(kappa, a):
    """Mean shift in units of kT/e from the Fourier solution for exp(-u)."""
    n = np.arange(-80, 81)
    th = theta[::4]
    coeff = iv(np.abs(n), a) * kappa / (kappa + 1j * n)
    y = (coeff @ np.exp(1j * np.outer(n, th))).real
    return -np.mean(np.log(y))


def second_order(kappa, a):
    n = np.arange(1, 81)
    return kappa**2 * np.sum((iv(n, a) / iv(0, a))**2 / n**2)


last_cycle = 2 * np.pi * (19 + np.arange(256) / 256)
circuit = solve_ivp(lambda t, u: 0.3 * (1 - np.exp(u + 4 * np.cos(t))),
                    (0, 40 * np.pi), [-ln_I0(4.0)], method="DOP853",
                    t_eval=last_cycle, rtol=1e-9, atol=1e-10)
assert circuit.success
assert abs(np.mean(circuit.y[0]) - capacitor_shift(0.3, 4.0)) < 1e-5
assert capacitor_shift(0.3, 4.0) > -ln_I0(4.0)
assert abs(capacitor_shift(1e4, 3.0)) < 1e-3      # slow limit: no shift
correction = capacitor_shift(0.01, a_ex) + ln_I0(a_ex)
assert abs(correction / second_order(0.01, a_ex) - 1) < 0.01

J_ion = e * n_s * u_bohm
kappa_ex = J_ion / (omega * C_block * T_e)
kappa_small = J_ion / (omega * C_small * T_e)

# ---------------- example: potentials and sheath ---------------------------
phi_float = -T_e * ln_R
shift = -T_e * ln_I0(a_ex)
V_sheath = -(phi_float + shift)
b_min = V_sheath / T_e - a_ex
assert b_min > 0


def child_thickness(voltage):
    return math.sqrt(4 * eps0 / (9 * J_ion) * math.sqrt(2 * e / M)
                     * voltage**1.5)


def field(phi):
    charge = quad(lambda p: J_ion / math.sqrt(2 * e * p / M), 0, phi)[0]
    return math.sqrt(2 * charge / eps0)


s = child_thickness(V_sheath)
s_numeric = quad(lambda p: 1 / field(p), 0, V_sheath)[0]
assert abs(s_numeric / s - 1) < 1e-4


# ---------------- ion energies in a fixed-thickness oscillating sheath -----
def ion_energies(f, steps):
    """Impact energies (eV) and transit times (cycles), uniform entry phase."""
    phase = 2 * np.pi * np.arange(200) / 200
    scale = 4 / 3 * e / (M * s**2 * f**2)

    def acc(x, t):
        volts = V_sheath - V_rf * np.cos(2 * np.pi * t + phase)
        return scale * volts * np.cbrt(np.maximum(x, 0))
    x = np.zeros(200)
    v = np.full(200, u_bohm / (s * f))
    energy, transit = np.full(200, np.nan), np.full(200, np.nan)
    t, h = 0.0, 1 / steps
    while np.isnan(energy).any():
        assert t < 1000
        k1 = acc(x, t)
        v2 = v + h / 2 * k1
        k2 = acc(x + h / 2 * v, t + h / 2)
        v3 = v + h / 2 * k2
        k3 = acc(x + h / 2 * v2, t + h / 2)
        v4 = v + h * k3
        k4 = acc(x + h * v3, t + h)
        x_new = x + h / 6 * (v + 2 * v2 + 2 * v3 + v4)
        v_new = v + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        hit = np.isnan(energy) & (x_new >= 1)
        part = (1 - x[hit]) / (x_new[hit] - x[hit])
        v_hit = v[hit] + part * (v_new[hit] - v[hit])
        energy[hit] = 0.5 * M * (v_hit * s * f)**2 / e
        transit[hit] = t + part * h
        x, v, t = x_new, v_new, t + h
    return energy, transit


E_mean = V_sheath + T_e / 2
E_float = -phi_float + T_e / 2
fast_factor = 40
E_fast, transit_fast = ion_energies(fast_factor * freq, 100)
impact_speed = math.sqrt(2 * e * E_mean / M)
width_fast = 8 / 3 * V_rf * impact_speed / (fast_factor * omega * s)
assert abs(E_fast.mean() / E_mean - 1) < 0.01
assert abs(np.ptp(E_fast) / width_fast - 1) < 0.05
E_ion, transit = ion_energies(freq, 400)


def impact_angle(energy_eV):
    return math.degrees(math.sqrt(k_B * T_gas / (2 * e * energy_eV)))


rng = np.random.default_rng(1)
v_side = rng.normal(0, math.sqrt(k_B * T_gas / M), 200000)
sampled = np.degrees(np.arctan(v_side / impact_speed)).std()
assert abs(sampled / impact_angle(E_mean) - 1) < 0.01

# ---------------- sizes of neglected effects -------------------------------
base = a_ex * np.cos(theta)
second = 0.05 * a_ex * np.cos(2 * theta)
shift_h_plus = -T_e * (mean_barrier(base + second) - ln_R)
shift_h_minus = -T_e * (mean_barrier(base - second) - ln_R)


def hot_tail_law(b):
    """1 % of the electrons at twice the temperature."""
    b = np.maximum(b, 0)
    return 0.99 * np.exp(-b) + 0.01 * math.sqrt(2) * np.exp(-b / 2)


float_hot = -T_e * mean_barrier(0 * theta, hot_tail_law)
shift_hot = -T_e * mean_barrier(base, hot_tail_law) - float_hot
C_sheath = eps0 / s
series_loss = V_rf * C_sheath / (C_sheath + C_block)
area_effect = T_e * math.log(1 + 2 * s / wafer_radius)
f_plasma = math.sqrt(n_s * e**2 / (eps0 * m_e)) / (2 * math.pi)
free_path = k_B * T_gas / (pressure * sigma)

# ---------------- printed numbers ------------------------------------------
print(f"Input electron temperature: {T_e:.1f} eV")
print(f"Input sheath voltage amplitude: {V_rf:.1f} V")
print(f"Input frequency: {freq/1e6:.2f} MHz")
print(f"Input sheath-edge density: {n_s/1e6:.1e} cm^-3")
print(f"Input NH3+ mass: {ion_mass_u:.3f} u")
print(f"Input blocking capacitance: {C_block*1e5:.3f} nF/cm2")
print(f"Input pressure: {pressure/const.torr*1e3:.1f} mTorr")
print(f"Input gas and ion temperature: {T_gas:.0f} K")
print(f"Input ion-neutral cross-section: {sigma*1e4:.1e} cm2")
print(f"Input wafer radius: {wafer_radius*1e3:.0f} mm")
print(f"Electron/ion flux ratio R: {flux_ratio:.2f} (no unit)")
print(f"ln R: {ln_R:.4f} (no unit)")
print(f"a = eV/kT: {a_ex:.3f} (no unit)")
print(f"I0(a): {iv(0, a_ex):.2f} (no unit)")
print(f"ln I0(a): {ln_I0(a_ex):.4f} (no unit)")
print(f"Floating potential without RF: {phi_float:.2f} V")
print(f"Shift by formula: {shift:.2f} V")
shift_root = -T_e * (mean_barrier_quadrature(a_ex, flux_ratio) - ln_R)
print(f"Shift by velocity quadrature and root: {shift_root:.2f} V")
print(f"Mean electrode potential: {-V_sheath:.2f} V")
print(f"Highest electrode potential: {-b_min*T_e:.2f} V")
print(f"Slope of shift with amplitude: {-slope:.4f} V/V")
for amp in (1.0, 3.0, 10.0, 30.0, 100.0):
    r = amp / T_e
    small = -amp * r / 4
    large = -amp + T_e / 2 * math.log(2 * math.pi * r)
    print(f"V={amp:.0f} V: shift {-T_e*ln_I0(r):.3f}, small-a {small:.3f}, "
          f"large-a {large:.3f} V")
print(f"Largest valid amplitude: {a_max*T_e/1e3:.3f} kV")
print(f"Its estimate R^2 kT/(2 pi e): {a_max_estimate*T_e/1e3:.3f} kV")
print(f"Formula excess at twice that limit: {-above*T_e:.3f} V")
print(f"Ion current density: {J_ion*0.1:.3f} mA/cm2")
print(f"kappa: {kappa_ex:.5f} (no unit)")
cap_mV = 1e3 * T_e * (capacitor_shift(kappa_ex, a_ex) + ln_I0(a_ex))
print(f"Weakening by finite capacitance: {cap_mV:.3f} mV")
print(f"Small capacitance for contrast: {C_small*1e8:.1f} pF/cm2")
print(f"kappa with small capacitance: {kappa_small:.3f} (no unit)")
print(f"Shift then: {T_e*capacitor_shift(kappa_small, a_ex):.2f} V")
print(f"Child sheath thickness: {s*1e3:.3f} mm")
print(f"Mean ion energy, no RF: {E_float:.2f} eV")
print(f"Mean ion energy, RF, many-cycle limit: {E_mean:.2f} eV")
print(f"RMS angle without / with RF: {impact_angle(E_float):.2f} / "
      f"{impact_angle(E_mean):.2f} deg")
print(f"Ion transit, mean: {transit.mean():.2f} cycles")
print(f"Trajectory energies mean/min/max: {E_ion.mean():.1f} / "
      f"{E_ion.min():.1f} / {E_ion.max():.1f} eV")
print(f"Width at {fast_factor} x frequency, trajectory / formula: "
      f"{np.ptp(E_fast):.3f} / {width_fast:.3f} eV")
print(f"Shift with +5 % second harmonic: {shift_h_plus:.2f} V")
print(f"Shift with -5 % second harmonic: {shift_h_minus:.2f} V")
print(f"Floating potential, 1 % electrons at 2T: {float_hot:.2f} V")
print(f"Shift, 1 % electrons at 2T: {shift_hot:.2f} V")
print(f"Amplitude lost on blocking capacitor: {series_loss:.3f} V")
print(f"Upward change by edge area growth: {area_effect:.3f} V")
print(f"RF / electron plasma frequency: {freq/f_plasma:.4f} (no unit)")
missing = 50 * erfc(math.sqrt(b_min))
print(f"Missing returning electrons at peak: {missing:.2f} % of density")
print(f"Ion free path: {free_path*1e3:.2f} mm")
print(f"Ions colliding in sheath: {100*(1-math.exp(-s/free_path)):.1f} %")
print("all good")
```

Printed output:

```
Input electron temperature: 3.0 eV
Input sheath voltage amplitude: 30.0 V
Input frequency: 13.56 MHz
Input sheath-edge density: 1.0e+10 cm^-3
Input NH3+ mass: 17.031 u
Input blocking capacitance: 0.200 nF/cm2
Input pressure: 10.0 mTorr
Input gas and ion temperature: 500 K
Input ion-neutral cross-section: 1.0e-14 cm2
Input wafer radius: 150 mm
Electron/ion flux ratio R: 70.29 (no unit)
ln R: 4.2527 (no unit)
a = eV/kT: 10.000 (no unit)
I0(a): 2815.72 (no unit)
ln I0(a): 7.9430 (no unit)
Floating potential without RF: -12.76 V
Shift by formula: -23.83 V
Shift by velocity quadrature and root: -23.83 V
Mean electrode potential: -36.59 V
Highest electrode potential: -6.59 V
Slope of shift with amplitude: -0.9486 V/V
V=1 V: shift -0.083, small-a -0.083, large-a 0.109 V
V=3 V: shift -0.708, small-a -0.750, large-a -0.243 V
V=10 V: shift -5.577, small-a -8.333, large-a -5.437 V
V=30 V: shift -23.829, small-a -75.000, large-a -23.789 V
V=100 V: shift -91.995, small-a -833.333, large-a -91.983 V
Largest valid amplitude: 2.360 kV
Its estimate R^2 kT/(2 pi e): 2.359 kV
Formula excess at twice that limit: 1.019 V
Ion current density: 0.661 mA/cm2
kappa: 0.01292 (no unit)
Weakening by finite capacitance: 0.562 mV
Small capacitance for contrast: 2.0 pF/cm2
kappa with small capacitance: 1.292 (no unit)
Shift then: -20.11 V
Child sheath thickness: 0.666 mm
Mean ion energy, no RF: 14.26 eV
Mean ion energy, RF, many-cycle limit: 38.09 eV
RMS angle without / with RF: 2.23 / 1.36 deg
Ion transit, mean: 0.83 cycles
Trajectory energies mean/min/max: 42.0 / 24.3 / 53.0 eV
Width at 40 x frequency, trajectory / formula: 0.729 / 0.732 eV
Shift with +5 % second harmonic: -25.07 V
Shift with -5 % second harmonic: -22.64 V
Floating potential, 1 % electrons at 2T: -13.09 V
Shift, 1 % electrons at 2T: -23.66 V
Amplitude lost on blocking capacitor: 0.198 V
Upward change by edge area growth: 0.027 V
RF / electron plasma frequency: 0.0151 (no unit)
Missing returning electrons at peak: 1.81 % of density
Ion free path: 5.18 mm
Ions colliding in sheath: 12.1 %
all good
```
